# Spin polarisation of thermionic current from a ferromagnetic contact

## The problem

A ferromagnetic metal injects electrons into a two-dimensional semiconductor channel at 300 K. Measured from the Fermi level of the metal, the barrier is $\phi_\uparrow=140$ meV for one spin and $\phi_\downarrow=160$ meV for the other. The two spins have equal thermionic prefactors. What is the spin polarisation of the injected current, that is, the difference of the two spin currents as a fraction of the whole current?

"Up" names the spin with the lower barrier. Both currents $J_\uparrow$ and $J_\downarrow$ are positive magnitudes per unit contact width.

## A tempting solution

Thermionic emission carries a Boltzmann factor, and the prefactors are equal. With $\Delta=\phi_\downarrow-\phi_\uparrow=20$ meV and $k_BT=25.852$ meV,

$$\frac{J_\downarrow}{J_\uparrow}=e^{-\Delta/k_BT}=e^{-20/25.852}=0.461 .$$

The minority current is 46 percent of the majority current. The remaining 54 percent is not balanced by opposite spins, so the current is 54 percent polarised.

## The fault

The Boltzmann ratio is right. The last sentence is wrong, because it computes

$$D=\frac{J_\uparrow-J_\downarrow}{J_\uparrow}=1-0.461=0.539 ,$$

which is the excess as a fraction of the majority current alone. The question asks for a fraction of the whole current.

Exchanging the spin labels exposes the error. A polarisation must then change sign and keep its size. The quantity $D$ becomes $1-J_\uparrow/J_\downarrow=1-2.168=-1.168$, whose magnitude exceeds one, and no fraction of the total current can do that.

The repair follows from $J_\downarrow=(1-D)J_\uparrow$:

$$P=\frac{J_\uparrow-J_\downarrow}{J_\uparrow+J_\downarrow}=\frac{D}{2-D}=\frac{0.539}{1.461}=0.369 .$$

The full solution below derives the Boltzmann ratio as well and shows what it rests on.

## The right solution

Assume that spin is conserved in crossing, that both spins have the same effective mass $m$ and valley number $g_v$, and that every electron above the barrier top is transmitted. An electron of spin $\sigma$ at the barrier top has energy $\phi_\sigma+\hbar^2(k_x^2+k_y^2)/2m$, with $x$ pointing into the channel. Both barriers exceed $5k_BT$, so the Fermi function may be replaced by its Boltzmann tail:

$$J_\sigma=q g_v\,e^{-\phi_\sigma/k_BT}\int_0^\infty\! dk_x\int_{-\infty}^{\infty}\!\frac{dk_y}{(2\pi)^2}\,\frac{\hbar k_x}{m}\,e^{-\hbar^2(k_x^2+k_y^2)/2mk_BT}.$$

For the $k_x$ integral put $\varepsilon=\hbar^2k_x^2/2m$, so that $(\hbar k_x/m)\,dk_x=d\varepsilon/\hbar$. The integral is $k_BT/\hbar$. The $k_y$ integral is a Gaussian equal to $\sqrt{2\pi mk_BT}/\hbar$. Since $(2\pi)^2\hbar^2=h^2$,

$$J_\sigma=A\,e^{-\phi_\sigma/k_BT},\qquad A=\frac{q g_v\sqrt{2\pi m}\,(k_BT)^{3/2}}{h^2}.$$

The power $3/2$, where a bulk semiconductor has 2, comes from there being one transverse direction instead of two.

Write $\phi_{\uparrow,\downarrow}=\phi\mp\Delta/2$ with $\phi=150$ meV. The common factor $A e^{-\phi/k_BT}$ cancels from the polarisation:

$$P=\frac{e^{\Delta/2k_BT}-e^{-\Delta/2k_BT}}{e^{\Delta/2k_BT}+e^{-\Delta/2k_BT}}=\tanh\frac{\Delta}{2k_BT}.$$

Here $\Delta/2k_BT=10/25.852=0.3868$, and

$$P=\tanh 0.3868=0.369,$$

or about **37 percent**.

For absolute currents take $m=0.5\,m_0$ and $g_v=2$. Then $A=329$ µA/µm, $J_\uparrow=1.464$ µA/µm and $J_\downarrow=0.675$ µA/µm. Their difference over their sum is $0.789/2.139=0.369$. The same polarisation results from direct numerical integration over the wave vectors.

## Reading the result

**Temperature.** For $k_BT\gg\Delta$ the polarisation tends to $\Delta/2k_BT$. At 300 K this estimate, 0.387, is 5 percent above the value of the full formula. For $k_BT\ll\Delta$ it tends to $1-2e^{-\Delta/k_BT}$. With the barriers held fixed, the tanh formula gives 0.906 at 77 K, 0.523 at 200 K and 0.282 at 400 K.

**Uncertainty of the splitting.** Differentiation gives $dP/d\Delta=(1-P^2)/2k_BT=0.0167$ per meV. An error of 1 meV in $\Delta$ thus shifts the answer by 1.7 percentage points.

**The barrier seen in an Arrhenius plot.** The total current obeys $J/T^{3/2}\propto e^{-\beta\phi_\uparrow}+e^{-\beta\phi_\downarrow}$ with $\beta=1/k_BT$. Minus the slope of its logarithm against $\beta$ is the current-weighted barrier. The weights are $(1\pm P)/2$, so

$$\phi_{\rm A}=\frac{1+P}{2}\Big(\phi-\frac{\Delta}{2}\Big)+\frac{1-P}{2}\Big(\phi+\frac{\Delta}{2}\Big)=\phi-\frac{P\Delta}{2}=146.3\ \text{meV}.$$

This is the value at 300 K, where the slope gives neither of the two barriers nor their mean. For emission over the top alone, $P$ tends to 1 on cooling and the slope approaches the lower barrier. Tunnelling spoils this: with the triangular barrier treated below, at 0.1 MV/cm, the slope is about 127 meV at 300 K and about 88 meV at 77 K, below either barrier.

**Bias.** If both spins in the channel share one quasi-Fermi level, raised by $qV$ above that of the metal, each net current, counted here as positive when electrons flow from the channel into the metal, is $J_\sigma(e^{qV/k_BT}-1)$, and the bracket cancels from $P$. Injection into the channel corresponds to $V<0$. This holds for fixed barriers and Boltzmann occupation. With the full Fermi function, $P$ is 0.368 at $V=-100$ mV and 0.366 at $+50$ mV, so degeneracy is a minor correction here.

## When the prefactors differ

Let $r=A_\uparrow/A_\downarrow$. Then $J_\uparrow/J_\downarrow=r\,e^{\Delta/k_BT}=e^{2y}$ with $y=\Delta/2k_BT+\tfrac12\ln r$, and dividing as before gives

$$P=\tanh\!\Big(\frac{\Delta}{2k_BT}+\frac12\ln r\Big).$$

For $r=0.8$ the argument is $0.3868-0.1116=0.2752$ and $P=0.268$. At $r=e^{-\Delta/k_BT}=0.461$ the polarisation vanishes, and below that it is reversed. Equal prefactors are therefore an essential part of the problem.

## When electrons tunnel

Consider a reverse-biased injecting contact with no electrons returning from the channel. Let the barrier be triangular, with the same field $F$ for both spins. In the WKB approximation an electron whose energy of motion along $x$ is $E$, at depth $u=\phi_\sigma-E>0$ below the top, is transmitted with probability

$$\mathcal T(u)=\exp\!\Big(-\frac{4\sqrt{2m}\,u^{3/2}}{3\hbar qF}\Big),$$

and $\mathcal T=1$ for $u\le0$. Let $N(E)$ be the Fermi function summed over the transverse wave vectors. Then

$$J_\sigma\propto\int du\,\mathcal T(u)\,N(\phi_\sigma-u).$$

If $N\propto e^{-E/k_BT}$, the factor $e^{-\phi_\sigma/k_BT}$ comes out and the remaining integral is the same for both spins. Tunnelling then raises both currents in the same proportion and leaves $P$ alone.

The Fermi function $f$ obeys $-df/dE=f(1-f)/k_BT<f/k_BT$, so $N$ falls more slowly than the Boltzmann factor. Hence $-d\ln J_\sigma/d\phi_\sigma<1/k_BT$, the current ratio is below $e^{\Delta/k_BT}$, and $P$ is below the thermionic value, as long as the transmission depends on the depth $u$ alone, as in the WKB form. The loss becomes large when much of the current comes from near or below the Fermi level.

At 300 K, with the barriers held fixed and image-force lowering left out:

| Field (MV/cm) | Current relative to emission over the top | $P$ |
|---|---|---|
| 0.1 | 1.9 | 0.368 |
| 0.5 | 12 | 0.339 |
| 1.0 | 65 | 0.253 |

These rows show a trend and are not predictions for a real contact. The image force lowers a barrier by $\sqrt{qF/4\pi\varepsilon_0\varepsilon_r}$ in volts. In a bulk medium with $\varepsilon_r=4$ that is 60 meV at 0.1 MV/cm and 190 meV at 1 MV/cm, more than the whole barrier. The WKB form also leaves out reflection at an abrupt metal interface, which can reduce the currents several-fold at low field. It affects the polarisation too: solving the wave equation for the triangular barrier, with mass $m$ on both sides and the bottom of the metal band 1 or 5 eV below the Fermi level, gives $P\approx0.23$ at 1 MV/cm instead of 0.253.

In the same model at 77 K and 0.1 MV/cm, tunnelling multiplies the current by 78, yet $P$ stays at 0.906. Agreement with the tanh formula is thus no proof that the electrons pass over the barrier.

## When spin accumulates in the channel

Near zero bias the injected spins may raise the quasi-Fermi level of one spin above that of the other, which hinders injection of the majority spin and helps that of the minority spin. Let the channel have sheet resistance $R$, so that each spin has sheet conductivity $1/2R$, and let $U_\sigma(x)$ be the electrochemical potential in volts. The sign convention makes injected current positive:

$$J_\sigma=-\frac{1}{2R}\frac{dU_\sigma}{dx}.$$

Let the channel be much longer than the spin diffusion length $\lambda$. Spin flips then relax the difference as $U_\uparrow-U_\downarrow=2s\,e^{-x/\lambda}$. In a shorter channel the result also depends on the drain contact. The spin current entering at $x=0$ is then

$$J_s=J_\uparrow-J_\downarrow=\frac{1}{2R}\,\frac{2s}{\lambda}=\frac{s}{R\lambda},\qquad\text{so}\qquad s=R\lambda J_s .$$

Linearising the bias factor gives contact conductances $G_\sigma=qJ_\sigma/k_BT$, where $J_\sigma$ is the emission current found above. Let $G=G_\uparrow+G_\downarrow$ and $P_0=(G_\uparrow-G_\downarrow)/G$, which is the thermionic polarisation. Let $V_c$ be the voltage between the metal and the mean channel potential at $x=0$. The spin currents through the contact are $G_\uparrow(V_c-s)$ and $G_\downarrow(V_c+s)$. Their sum and difference are

$$J=G(V_c-P_0s),\qquad J_s=G(P_0V_c-s).$$

The first gives $V_c=J/G+P_0s$. Inserting this in the second,

$$J_s=P_0J-G(1-P_0^2)\,s=P_0J-G(1-P_0^2)R\lambda J_s,$$

$$P=\frac{J_s}{J}=\frac{P_0}{1+R\lambda G(1-P_0^2)}.$$

Take $R=20$ kΩ per square and $\lambda=0.1$ µm, so $R\lambda=2.0$ kΩ µm. The contact has $1/G=12.1$ kΩ µm. The denominator is $1+(2.0/12.1)(0.864)=1.143$, and $P$ falls from 0.37 to 0.32. A contact much more resistive than $R\lambda$ keeps $P_0$. A much less resistive one loses most of its polarisation unless $P_0$ is close to 1: at $R\lambda G=10$, $P_0=0.37$ falls to 0.04, while $P_0=0.99$ falls only to 0.83.

This estimate belongs to small bias and the tunnelling estimate to strong reverse bias, so their reductions are not to be added.

## Beside a real contact

The mass, valley number and mean barrier are rough values in the regime of a ferromagnetic metal on n-type monolayer MoS2. The splitting of 20 meV is given by the problem and is not claimed to be typical of that interface; $R$ and $\lambda$ are round model values. The assumption most open to doubt is that of equal prefactors, since the two spins of a ferromagnet generally differ in density of states and velocity at the Fermi level, and so may differ in transmission. A ratio of 0.8 already moves the answer from 37 to 27 percent, and a ratio of 1.25 moves it to 46 percent; the ratio can lie on either side of one. Spin accumulation with the values above would move it to 32 percent. In the WKB estimate, tunnelling through a fixed triangular barrier at 1 MV/cm would move it to 25 percent; reflection at an abrupt interface and image-force lowering would each reduce it further. The figure of 37 percent is therefore the result of the stated model, and using it for a device requires separate evidence on the prefactors, the contact field and the ratio of contact resistance to $R\lambda$.

## Computed values

```
mean barrier 150 meV, splitting 20 meV
mass 0.50 m0, valleys 2, temperature 300 K
barriers up, down: 140, 160 meV
thermal energy kT: 25.852 meV
prefactor per spin: 329.1 uA/um
current up, down: 1.464, 0.675 uA/um
current ratio up/down: 2.1676
linear estimate Delta/2kT: 0.3868
polarisation, k-space quadrature: 0.3686
polarisation, tanh formula: 0.3686 = 36.9 %
change of P per meV of splitting: 0.0167
thermionic P at 77 K: 0.9064
thermionic P at 200 K: 0.5228
thermionic P at 400 K: 0.2822
Arrhenius barrier of total current: 146.31 meV
P with Fermi occupation, channel empty: 0.3682
P with Fermi occupation at bias -100 mV: 0.3682
P with Fermi occupation at bias +50 mV: 0.3658
spin-valley splitting 3 meV: current factor 1.00168, P 0.3686
P for prefactor ratio up/down 0.8: 0.2685
prefactor ratio up/down that cancels P: 0.461
tunnelling at 0.1 MV/cm: current factor 1.92, P 0.3677
tunnelling at 0.5 MV/cm: current factor 12.10, P 0.3389
tunnelling at 1.0 MV/cm: current factor 65.03, P 0.2526
tunnelling at 0.1 MV/cm and 77 K: current factor 78.33, P 0.9064
bulk image lowering, 0.1 MV/cm, permittivity 4: 60 meV
sheet resistance 20 kOhm/sq, spin length 0.1 um
contact resistance near zero bias: 12.12 kOhm um
channel spin resistance: 2.00 kOhm um
P with spin accumulation, formula: 0.3219
P with spin accumulation, resistor ladder: 0.3219
```
